Tunnelling among eight off-centre lithium sites in KCl: levels and polarizability

**Question**

A lithium ion replacing potassium in KCl is too small for its cavity and sits off centre, at one of eight equivalent positions displaced along the ⟨111⟩ directions. I picture them as the corners of a small cube. The ion can tunnel, and I keep only tunnelling along the cube edges, so each corner is coupled to three neighbours.

I can write down the 8 × 8 matrix, but I don't see how to diagonalize it without brute force, or why its levels should show any simple pattern. I am also stuck on the ground-state polarizability. Each site has a dipole of magnitude p along a body diagonal. With the field along [111], two opposite corners have dipoles +p and −p, so I tried the two-site formula 2p²/Δ, with Δ the level spacing. With the field along [100], all eight dipoles have components of magnitude p/√3, and I get a different answer. Which is right, does the direction matter, and how far can the result be trusted for a real crystal at a few kelvin?

**Answer**

The direction does not matter in a weak field, and the [111] estimate fails because it leaves out six of the eight sites. Both points follow once the matrix is written as three independent two-site problems.

**The Hamiltonian**

Label a corner by s = (s₁, s₂, s₃), where each sᵢ is +1 or −1. I take the eight site states as orthonormal and their common energy as zero. The dipole at corner s is

d(s) = (p/√3)(s₁, s₂, s₃).

Its length is p, because s₁² + s₂² + s₃² = 3.

Moving along an edge reverses one of the three signs. Let Xᵢ be the operator that reverses sᵢ:

(X₁f)(s₁, s₂, s₃) = f(−s₁, s₂, s₃),

and similarly for X₂ and X₃. Let the edge amplitude be −Δ/2. Then

H = −(Δ/2)(X₁ + X₂ + X₃).

At this point Δ is just twice the size of the amplitude; the spectrum will show that it is also the level spacing. Reversing two different signs gives the same result in either order, so the Xᵢ commute and can be diagonalized together.

**The levels**

A function that does not depend on sᵢ is unchanged by Xᵢ, so its eigenvalue is +1. The function sᵢ changes sign, so its eigenvalue is −1. The joint eigenfunctions are therefore the eight products that contain each sᵢ either once or not at all, divided by √8 for normalization:

- k = 0: 1
- k = 1: s₁, s₂, s₃
- k = 2: s₂s₃, s₃s₁, s₁s₂
- k = 3: s₁s₂s₃

Here k counts the factors. A product with k factors has k eigenvalues −1 and 3 − k eigenvalues +1, whose sum is 3 − 2k. Hence

E_k = −(Δ/2)(3 − 2k) = (k − 3/2)Δ.

The energies are −3Δ/2, −Δ/2, +Δ/2 and +3Δ/2, with degeneracies 1, 3, 3, 1. The spacing is uniform because going up one level means making one more axis antisymmetric, which costs Δ whichever axis it is.

Inversion reverses all three signs and multiplies a product by (−1)^k. In cubic notation the levels are A₁g, T₁u, T₂g and A₂u: the first triplet transforms like x, y, z and the second like yz, zx, xy.

The sign of the amplitude affects the labels but not the energies. Multiplying every wavefunction by s₁s₂s₃ changes Xᵢ into −Xᵢ, which turns H into −H. The list of energies is symmetric about zero and so stays the same, with A₂u now lowest. The dipole is diagonal in the sites and is untouched by this transformation, so the ground-state polarizability is also unchanged.

**The polarizability**

Let F be the electric field acting at the defect. The field adds −d·F to H, and the polarizability α is defined by

E(F) = E(0) − αF²/2.

The dipole component dᵢ multiplies a wavefunction by (p/√3)sᵢ. Acting on the ground state ψ₀ = 1/√8, it gives

dᵢψ₀ = (p/√3)(sᵢ/√8) = (p/√3)ψᵢ,

where ψᵢ is one member of the first triplet. No other level is reached. The energy denominator is Δ, and the matrix element is p/√3. The ground state has no first-order shift, since its mean dipole is zero. Second-order perturbation theory gives

E(F) − E(0) = −Σᵢ (p²Fᵢ²/3)/Δ = −p²F²/(3Δ).

Comparing with −αF²/2,

α = 2p²/(3Δ).

Different components Fᵢ lead to different, orthogonal states ψᵢ, so there are no cross terms and α is the same in all directions.

Now your [111] estimate. Projected on [111], the eight dipoles are +p once, −p once, +p/3 three times and −p/3 three times. In the ground state all sites have probability 1/8, so the mean square is

(2p² + 6p²/9)/8 = p²/3.

For [100] every projection is ±p/√3, and the mean square is again p²/3. This is the total squared matrix element out of the ground state, and all of it goes to the level at Δ. The estimate 2p²/Δ treats the system as though it lived on the two extreme corners alone.

**Stronger fields**

The separation into axes survives in a field. For axis i the Hamiltonian is

hᵢ = −(Δ/2)Xᵢ − (p/√3)FᵢZᵢ,

where Zᵢ multiplies by sᵢ. Since Xᵢ² = Zᵢ² = 1 and XᵢZᵢ = −ZᵢXᵢ, the cross terms cancel in the square:

hᵢ² = Δ²/4 + p²Fᵢ²/3 ≡ Rᵢ².

The eigenvalues are ±Rᵢ, and the ground energy is

E(F) = −(R₁ + R₂ + R₃).

Write Rᵢ = (Δ/2)√(1 + x), with x = 4p²Fᵢ²/(3Δ²), and use √(1 + x) ≈ 1 + x/2 − x²/8. This gives

E(F) ≈ −3Δ/2 − p²F²/(3Δ) + p⁴(F₁⁴ + F₂⁴ + F₃⁴)/(9Δ³).

The quadratic term confirms α. The quartic term depends on direction: the sum of fourth powers is F⁴ along [100] and F⁴/3 along [111]. The induced dipole is

Pᵢ = −∂E/∂Fᵢ = p²Fᵢ/(3Rᵢ).

In a very strong field Rᵢ approaches p|Fᵢ|/√3, so each component with Fᵢ ≠ 0 approaches p/√3 in size. The total saturates at p/√3 along [100] and at p along [111].

**Temperature**

Suppose the level populations stay in equilibrium as the field changes. Each axis has energies ±Rᵢ, so the free energy is

A = −kT Σᵢ ln[2 cosh(Rᵢ/kT)],

where k is now Boltzmann's constant. Differentiating, with ∂Rᵢ/∂Fᵢ = p²Fᵢ/(3Rᵢ),

Pᵢ = −∂A/∂Fᵢ = [p²Fᵢ/(3Rᵢ)] tanh(Rᵢ/kT).

In a weak field Rᵢ → Δ/2, and therefore

α(T) = [2p²/(3Δ)] tanh(Δ/2kT).

For kT much smaller than Δ the hyperbolic tangent is 1 and the ground-state value returns. For kT much larger than Δ it becomes Δ/2kT, which gives p²/(3kT), the Curie law of a freely reorienting dipole. Tunnelling thus replaces the low-temperature divergence of the Curie law by a plateau.

**Numbers for lithium in KCl**

I take round values of roughly the right size: p = 0.05 e nm (2.4 debye) and Δ = 0.1 meV. The levels lie at −0.15, −0.05, +0.05 and +0.15 meV. Since 1 e nm × 1 V/nm = 1 eV,

α = 2 × (0.05)²/(3 × 10⁻⁴) = 16.7 e nm²/V.

This is 1.62 × 10⁵ atomic units, or a polarizability volume α/(4πε₀) of 24 nm³. It is large because the denominator is a tunnelling energy, not an electronic one.

The spacing corresponds to Δ/k = 1.16 K. At 1.2 K the thermal factor is tanh(1.16/2.4) = 0.45. The full set is:

- 0.05 K: 16.7 e nm²/V
- 0.3 K: 16.0 e nm²/V
- 1.2 K: 7.5 e nm²/V
- 4.2 K: 2.3 e nm²/V

At 4.2 K, then, the ground-state formula is too large by a factor of about seven, and the Curie law is the better approximation. The plateau needs temperatures of a few tenths of a kelvin or less.

For a field along [100], the scale at which the response bends away from linear follows from setting pF/√3 = Δ/2:

F = √3Δ/(2p) = 0.017 MV/cm at the defect.

At a smaller field, 0.01 MV/cm, the linear formula predicts an induced dipole of 0.0167 e nm. The full ground-state result is 0.0144 e nm along [100] and 0.0158 e nm along [111]. The linear value is too large by 15% and 5% of these, and the response is visibly anisotropic.

**From one defect to the crystal**

F is not the field applied to the crystal, because the polarized host adds its own contribution. The Lorentz estimate is F = L × (applied field), with L = (ε + 2)/3. Here the applied field means the macroscopic field inside the crystal, which is voltage divided by thickness when the crystal fills the gap between two electrodes. A rough host permittivity ε = 4.5 gives L = 2.17, so the field scale above corresponds to an applied 0.008 MV/cm. That is about 1% of a breakdown field of roughly 1 MV/cm. The Lorentz factor assumes a point dipole at a cubic site, which is only an approximation for a displaced ion.

With n defects per volume, the matching relation for the permittivity is

(ε − 1)/(ε + 2) = C + nα/(3ε₀),

where C belongs to the host. The derivative of the left side with respect to ε is 3/(ε + 2)². For small n this gives

δε = [(ε + 2)/3]² nα/ε₀ = L²nα/ε₀.

For n = 10¹⁷ cm⁻³ the change is 0.14 in the low-temperature limit, about 3% of the host value. At 4.2 K the thermal factor of 0.137 reduces it to about 0.02.

The same density sets the interaction between defects. Their typical distance, defined by one defect per sphere of radius r, is 13.4 nm. The dipole energy scale (Lp)²/(4πε₀εr³) is then 0.0016 meV, or 1.6% of Δ. It grows in proportion to n and reaches Δ near 6 × 10¹⁸ cm⁻³. Well before that density, treating the defects as isolated is no longer safe.

**What if the ion also jumps across faces?**

Let the edge, face-diagonal and body-diagonal amplitudes be −η, −μ and −ν. Two or three signs are reversed in the longer jumps, so

H = −η(X₁ + X₂ + X₃) − μ(X₁X₂ + X₂X₃ + X₃X₁) − νX₁X₂X₃.

The eigenfunctions are the same products as before. For k = 0, 1, 2, 3 the three sums have eigenvalues (3, 1, −1, −3), (3, −1, −1, 3) and (1, −1, 1, −1). Subtracting neighbouring energies gives the gaps

2η + 4μ + 2ν, 2η − 2ν, 2η − 4μ + 2ν.

The equal spacing is lost, but the dipole still connects the symmetric ground state to the first triplet alone. As long as that state remains lowest, the polarizability is 2p²/(3G), where G is the first gap.

To size the effect, I used a particle of charge e and mass 7 u in the potential

V = V₀[u₁² + u₂² + u₃² + g(u₁u₂ + u₂u₃ + u₃u₁)], uᵢ = (xᵢ/a)² − 1,

with a = 0.0289 nm. At g = 0 the axes are independent, and V₀ = 157 meV reproduces Δ = 0.1 meV. The coupling g keeps the minima in place and leaves the potential at the middle of an edge equal to V₀, while the potential at a face centre becomes (2 + g)V₀. The lowest crossing between neighbouring corners moves slightly off the edge: on the plane x₁ = 0, where u₁ = −1, the potential is lowest at u₂ = u₃ = g/(2 + g), with height V₀[1 − g²/(2 + g)]. This is about 2% below V₀ for g = ±0.2. With V₀ and a held fixed, the gaps are:

- g = −0.2: 0.1362, 0.1352, 0.1341 meV
- g = +0.2: 0.0892, 0.0895, 0.0897 meV

From first to last the gaps change by less than 2%, and |μ/η| is below 0.5%. Edge tunnelling is thus a good approximation in this stiff potential. It is less accurate in a softer one. With the same shape rescaled so that Δ is still 0.1 meV but the first dipole-active vibrational level lies at 5 meV (barrier about 5.7 meV, with ma² about 11 times larger), the gaps change by 11% and 6% from first to last, and |μ/η| reaches 3%. The common size of the gaps differs much more between the two signs of g, although their barrier heights agree within 0.5%: barrier height alone does not fix Δ. At fixed p the polarizability becomes 12.2 or 18.7 e nm²/V. It is therefore safer to take Δ from the observed first gap than from an estimated barrier.

The same well, at g = 0, shows what p means. The dipole matrix element along one axis is 0.935 ea, not ea, because the two localized states have their mean positions inside the minima. The polarizability of the full well is 14.6 e nm²/V, compared with 16.7 from the distance between minima. The difference is the factor 0.935² = 0.874. So p must be the mean dipole of a localized state. The coupling shifts it too: at g = −0.2 and +0.2 the element is 0.922 ea and 0.943 ea, so the coupled wells themselves give 10.4 and 16.6 e nm²/V rather than 12.2 and 18.7. Higher vibrational levels add less than 0.01% here.

**Strain**

A shear strain can favour the corners with s₁s₂ = +1. Add −wZ₁Z₂ to H, where w is the strain energy. Axis 3 is unaffected. For axes 1 and 2, let |++⟩ and so on denote the eigenvalues of X₁ and X₂. The strain term reverses both, so it mixes |++⟩ (energy −Δ) with |−−⟩ (energy +Δ), and |+−⟩ with |−+⟩ (both at zero). The lowest state of the first pair is

cos θ |++⟩ + sin θ |−−⟩, with energy −W, W = √(Δ² + w²), sin 2θ = w/W.

The second pair gives (|+−⟩ ± |−+⟩)/√2 with energies ∓w. A field along [110] couples through (p/√3)(Z₁ + Z₂)/√2, which takes the ground state to the upper-sign combination with amplitude (p/√3)(cos θ + sin θ). Its square is (p²/3)(1 + w/W), and the energy difference is W − w. Along [1−10] the sign of w is reversed throughout. Hence

α± = (2p²/3)(1 ± w/W)/(W ∓ w) ≈ [2p²/(3Δ)](1 ± 2w/Δ) for small w.

For an assumed coupling of 0.1 eV and a strain of 10⁻⁴, w = 0.01 meV. The three principal values are 13.6, 16.7 and 20.2 e nm²/V. A uniform strain with an energy of one tenth of Δ already changes the response by about 20% along two directions. If strain of this size varies in sign and plane from defect to defect, with all cases equally likely, the first-order changes cancel and the average response shifts by only about 1%.

**How this compares with a real crystal**

Lithium in KCl is a known ⟨111⟩ off-centre defect, with a tunnelling spacing near 0.1 meV and a dipole of a few debye, both rough figures. The site model is therefore in the right regime. The quartic well is less realistic: it holds the surrounding lattice rigid and gives the ion its bare mass and charge, and its next vibrational level lies at 78 meV. It also predicts a ⁶Li spacing 2.0 times the ⁷Li one, whereas the observed ratio is roughly 1.4; the soft well described above gives 1.5. A real lattice moves with the ion and has much softer modes. As an illustration, a mode at 5 meV with the same squared dipole element as the tunnelling transition would add Δ/(5 meV) = 2% to the ground-state α. At 4.2 K the tunnelling part is about seven times smaller, so the same mode would add about 15%. These figures are generous. The sum rule (2m/ħ²)Σₙ(Eₙ − E₀)|xₙ₀|² = 1 limits what the lithium alone (charge e, mass 7 u) can add through a 5 meV mode to 1.4% of the ground-state α, so a larger share needs the neighbouring ions to move as well. In the soft quartic well the higher levels add only about 0.1%. For the numbers used here, temperature is the largest correction at 4.2 K. In the plateau region, residual strain of the assumed size changes the response of a single defect more than a neighbour at the typical distance for 10¹⁷ cm⁻³ does (about 20% against 2%). A neighbour at half that distance, which about 12% of randomly placed defects have, changes it by up to 19%. The numerical output below lists the values.

Computed results

```
dipole p = 0.050 e nm = 2.40 debye
level spacing Delta = 0.100 meV
Delta/k = 1.160 K
level 0: -0.150 meV, degeneracy 1
level 1: -0.050 meV, degeneracy 3
level 2: +0.050 meV, degeneracy 3
level 3: +0.150 meV, degeneracy 1
matrix element p/sqrt(3) = 0.02887 e nm
alpha ground state = 16.667 e nm^2/V
alpha in atomic units = 1.6196e+05
alpha/(4 pi eps0) = 24.00 nm^3
saturation field at defect = 0.0173 MV/cm
same as applied field = 0.0080 MV/cm
rough breakdown field = 1.0 MV/cm
applied saturation/breakdown = 0.0080
test field at defect = 0.010 MV/cm
linear induced dipole = 0.01667 e nm
true induced dipole [100] = 0.01443 e nm
true induced dipole [111] = 0.01581 e nm
T = 0.05 K: alpha = 16.667 e nm^2/V, ratio 1.0000
T = 0.30 K: alpha = 15.984 e nm^2/V, ratio 0.9591
T = 1.20 K: alpha = 7.484 e nm^2/V, ratio 0.4491
T = 4.20 K: alpha = 2.288 e nm^2/V, ratio 0.1373
Curie value at 4.2 K = 2.302 e nm^2/V
well half-separation a = 0.02887 nm
well mass = 7.0 u
fitted well barrier = 157.2 meV
next vibrational level = 78.1 meV
dipole element / (e a) = 0.9350
alpha of full well = 14.572 e nm^2/V
higher-level share / tunnelling share = 5.54e-05
axis coupling g = -0.2 (units of barrier)
  gaps = 0.13622, 0.13515, 0.13410 meV
  mu/eta = +0.00393
  alpha at fixed p = 12.235 e nm^2/V
axis coupling g = +0.2 (units of barrier)
  gaps = 0.08917, 0.08945, 0.08972 meV
  mu/eta = -0.00153
  alpha at fixed p = 18.690 e nm^2/V
strain = 1.0e-04, coupling = 0.10 eV
strain energy = 0.0100 meV
strained alpha = 13.582, 16.667, 20.249 e nm^2/V
host permittivity (rough) = 4.5
local-field factor = 2.1667
defect density = 1.0e+17 cm^-3
permittivity change, linear = 0.1416
permittivity change, full = 0.1447
typical defect distance = 13.37 nm
pair energy = 0.00157 meV, over Delta = 0.0157
```
